**Raman tensor and visibility of the E'' mode in monolayer MoS2**

The program examines why the E'' phonon is Raman active but gives no signal for in-plane polarizations. Here `a` is the in-plane entry of the E' tensor, `b` is the xz entry of the E'' tensor, `h` is the separation of the S planes, and `eps_z` reduces the normal field inside the layer. It asserts the symmetry counts, and it compares finite differences of a six-bond polarizability sum with the derived tensors. It also asserts zero E'' intensity for 200 random pairs of in-plane polarizations, and the formulas for oblique light, phase difference and unequal S planes. The output gives b/a = 2.859 for the chosen bond parameters and an E''/E' intensity ratio of 0.1814 at a tilt of 30 degrees. A one-electron cluster keeps the in-plane E'' block at zero on resonance while the mirror is intact. When the S-plane energies differ by 0.1 eV, that block becomes nonzero and is 54.2 times larger on resonance than at half the resonance energy. The cluster and the bond parameters are illustrative and do not predict measured MoS2 intensities.

## Program and output

```python
"""Result under test: the E'' phonon of a D3h MoS2 monolayer has a Raman tensor
with only xz, zx, yz, zy entries. It is Raman active, but in-plane light
polarizations (normal-incidence backscattering) give zero intensity.
Symbols: x,y in plane, z normal; S planes at z = +-h/2, Mo at z = 0;
alpha = polarizability, gamma = alpha_parallel - alpha_perpendicular of a bond;
a = in-plane entry of the E' tensor, b = xz entry of the E'' tensor, both per
unit displacement of S relative to Mo. Lengths nm, energies eV."""
import numpy as np
from scipy import constants as const

# Rough MoS2 geometry and round model parameters
lattice, h = 0.316, 0.313
mass_mo, mass_s = 95.95, 32.06
alpha_perp, alpha_par = 0.002, 0.004          # nm^3
slope_perp, slope_par = 0.010, 0.070          # nm^2
wavelength, eps_z, temperature = 785.0, 6.0, 300.0
aperture, tilt_deg, asymmetry = 0.2, 30.0, 0.05
phonon_e2, phonon_e1, exciton = 0.035, 0.048, 1.9   # rough, eV

angles = 2 * np.pi * np.arange(3) / 3
ring = lattice / np.sqrt(3) * np.array([np.cos(angles), np.sin(angles)]).T
top = np.column_stack([ring, np.full(3, h / 2)])
bottom = top * [1, 1, -1]
prism = np.vstack([top, bottom])
bond0 = np.linalg.norm(top[0])
s, c = np.linalg.norm(ring[0]) / bond0, h / 2 / bond0

# --- Symmetry: build the group and count representations by characters
c3 = np.array([[-0.5, -np.sqrt(3) / 2, 0], [np.sqrt(3) / 2, -0.5, 0], [0, 0, 1]])
group = [np.linalg.matrix_power(c3, k) @ np.diag([1, v, w])
         for k in range(3) for v in (1, -1) for w in (1, -1)]
for g in group:
    for atom in prism @ g.T:
        assert np.min(np.linalg.norm(prism - atom, axis=1)) < 1e-12


def count(character, irrep):
    """Number of copies of irrep in the representation with this character."""
    value = np.mean([character(g) * irrep(g) for g in group])
    assert abs(value - round(value)) < 1e-10
    return int(round(value))


def irrep_e1(g):
    return np.trace(g[:2, :2])


def irrep_e2(g):
    return np.trace(g[:2, :2]) * g[2, 2]


def cell_displacements(g):
    return (3 if g[2, 2] > 0 else 1) * np.trace(g)


def symmetric_tensor(g):
    return (np.trace(g) ** 2 + np.trace(g @ g)) / 2


def general_tensor(g):
    return np.trace(g) ** 2


def inplane_tensor(g):
    return np.trace(g[:2, :2]) ** 2


copies = [count(f, irrep_e2) for f in
          (cell_displacements, symmetric_tensor, general_tensor,
           inplane_tensor, np.trace)]
assert copies == [1, 1, 2, 0, 0]
assert count(inplane_tensor, irrep_e1) == 1


# --- Bond polarizabilities: finite differences of the actual bond sum
def bond_alpha(vector):
    length = np.linalg.norm(vector)
    n = vector / length
    perp = alpha_perp + slope_perp * (length - bond0)
    par = alpha_par + slope_par * (length - bond0)
    return perp * np.eye(3) + (par - perp) * np.outer(n, n)


def plane_slope(atoms, direction, step=1e-5):
    d = step * np.asarray(direction, float)
    return sum(bond_alpha(r + d) - bond_alpha(r - d) for r in atoms) / (2 * step)


axes = np.eye(3)[:2]
top_x, low_x = plane_slope(top, axes[0]), plane_slope(bottom, -axes[0])
e2_raw = [plane_slope(top, u) + plane_slope(bottom, -u) for u in axes]
e1_raw = [plane_slope(top, u) + plane_slope(bottom, u) for u in axes]
gamma, gamma_slope = alpha_par - alpha_perp, slope_par - slope_perp
A = 0.75 * s**3 * (gamma_slope - 2 * gamma / bond0)
B = 3 * c * (s**2 * gamma_slope / 2 + c**2 * gamma / bond0)
a, b = 2 * A, 2 * B
assert np.allclose(top_x, [[A, 0, B], [0, -A, 0], [B, 0, 0]], atol=1e-9)
assert np.allclose(low_x, [[-A, 0, B], [0, A, 0], [B, 0, 0]], atol=1e-9)
assert np.allclose(e2_raw[0], [[0, 0, b], [0, 0, 0], [b, 0, 0]], atol=1e-9)
assert np.allclose(e2_raw[1], [[0, 0, 0], [0, 0, b], [0, b, 0]], atol=1e-9)
assert np.allclose(e1_raw[0], np.diag([a, -a, 0]), atol=1e-9)
assert np.allclose(e1_raw[1], [[0, -a, 0], [-a, 0, 0], [0, 0, 0]], atol=1e-9)

# --- Mass-normalized modes; E' has Mo recoil at fixed centre of mass
mo_recoil = -2 * mass_s / mass_mo
rel_e1 = (1 - mo_recoil) / np.sqrt(2 * mass_s + mass_mo * mo_recoil**2)
rel_e2 = 1 / np.sqrt(2 * mass_s)
mass_factor = mass_mo / (mass_mo + 2 * mass_s)
assert np.isclose((rel_e2 / rel_e1) ** 2, mass_factor, rtol=1e-12)
e2_modes = [rel_e2 * r for r in e2_raw]
e1_modes = [rel_e1 * r for r in e1_raw]


def intensity(scattered, incident, modes):
    return sum(abs(np.conj(scattered) @ r @ incident) ** 2 for r in modes)


x_pol = np.array([1.0, 0, 0])
reference = intensity(x_pol, x_pol, e1_modes)
rng = np.random.default_rng(4)
worst_normal = 0.0
for _ in range(200):
    pair = rng.normal(size=(2, 3)) + 1j * rng.normal(size=(2, 3))
    pair[:, 2] = 0
    pair /= np.linalg.norm(pair, axis=1)[:, None]
    worst_normal = max(worst_normal, intensity(*pair, e2_modes) / reference)
assert worst_normal < 1e-14


def oblique_ratio(theta):
    field = np.array([np.cos(theta), 0, -np.sin(theta) / eps_z])
    ratio = intensity(field, field, e2_modes) / intensity(field, field, e1_modes)
    formula = 4 * (b / a) ** 2 * np.tan(theta) ** 2 / eps_z**2 * mass_factor
    assert np.isclose(ratio, formula, rtol=1e-6)
    return ratio


edge = np.arcsin(aperture)
edge_ratio, tilt_ratio = oblique_ratio(edge), oblique_ratio(np.radians(tilt_deg))

# --- Leaks at normal incidence: light phase across layer, unequal S planes
k_light = 2 * np.pi / wavelength
phase = np.exp(1j * k_light * h)
top_same, low_same = plane_slope(top, axes[0]), plane_slope(bottom, axes[0])


def leak(weight_top, weight_low):
    odd = rel_e2 * (weight_top * top_x + weight_low * low_x)[0, 0]
    even = rel_e1 * (weight_top * top_same + weight_low * low_same)[0, 0]
    return abs(odd / even) ** 2


phase_leak = leak(phase, 1 / phase)
substrate_leak = leak(1 + asymmetry / 2, 1 - asymmetry / 2)
assert np.isclose(phase_leak, np.tan(k_light * h) ** 2 * mass_factor, rtol=1e-4)
assert np.isclose(substrate_leak, (asymmetry / 2) ** 2 * mass_factor, rtol=1e-5)

# --- Resonance: one electron hopping on the MoS6 prism (toy model)
damping, site_split, hop, decay = 0.05, 0.10, 1.0, 0.10


def prism_states(shift_top, shift_low, split):
    atoms = np.vstack([[0, 0, 0], top + shift_top, bottom + shift_low])
    distance = np.linalg.norm(atoms[:, None] - atoms[None], axis=2)
    ham = -hop * np.exp(-(distance - bond0) / decay)
    np.fill_diagonal(ham, [0] + [split / 2] * 3 + [-split / 2] * 3)
    energy, states = np.linalg.eigh(ham)
    dipole = np.array([states[:, 1:].T @ (atoms[:, i] * states[:, 0])
                       for i in range(3)])
    return energy[1:] - energy[0], dipole


def dynamic_alpha(omega, shift_top, shift_low, split):
    gap, dipole = prism_states(shift_top, shift_low, split)
    response = 1 / (gap - omega - 1j * damping) + 1 / (gap + omega + 1j * damping)
    return (dipole * response) @ dipole.T


def mode_slope(omega, low_sign, split, step=1e-5):
    d = step * axes[0]
    return (dynamic_alpha(omega, d, low_sign * d, split)
            - dynamic_alpha(omega, -d, -low_sign * d, split)) / (2 * step)


gaps, dipoles = prism_states(np.zeros(3), np.zeros(3), 0.0)
resonance = gaps[np.argmax(dipoles[0] ** 2 + dipoles[1] ** 2)]
toy = {}
for name, omega in (("off", resonance / 2), ("on", resonance)):
    ideal = mode_slope(omega, -1, 0.0)
    broken = mode_slope(omega, -1, site_split)
    even_mode = mode_slope(omega, 1, site_split)
    zero = np.linalg.norm(ideal[:2, :2]) / abs(ideal[0, 2])
    assert abs(ideal[0, 2]) > 1e-4 and zero < 1e-6
    toy[name] = (abs(ideal[0, 2]), np.linalg.norm(broken[:2, :2]),
                 np.linalg.norm(even_mode[:2, :2]))
gain = toy["on"][1] / toy["off"][1]
assert toy["off"][1] > 1e-5 and gain > 5

# --- Remaining sizes
photon = const.h * const.c / (wavelength * 1e-9) / const.e
kT = const.k * temperature / const.e


def thermal(energy):
    return 1 / (1 - np.exp(-energy / kT)) / energy


thermal_ratio = thermal(phonon_e2) / thermal(phonon_e1)
color_ratio = ((photon - phonon_e2) / (photon - phonon_e1)) ** 4
momentum_ratio = 2 * k_light / (4 * np.pi / (3 * lattice))

print("E'' copies in cell displacements:", copies[0])
print("E'' copies in symmetric tensor:", copies[1])
print("E'' copies in general tensor:", copies[2])
print("E'' copies in in-plane block, vector:", copies[3], copies[4])
print(f"lattice constant, S-plane separation: {lattice}, {h} nm")
print(f"Mo-S bond length: {bond0:.4f} nm; s = {s:.4f}, c = {c:.4f}")
print(f"bond alpha_perp, alpha_par: {alpha_perp}, {alpha_par} nm^3")
print(f"their slopes with length: {slope_perp}, {slope_par} nm^2")
print(f"gamma: {gamma:.4f} nm^3; gamma slope: {gamma_slope:.4f} nm^2")
print(f"one S plane: A = {A:.5f}, B = {B:.5f} nm^2")
print(f"top plane moved +x: xx {top_x[0,0]:.5f}, xz {top_x[0,2]:.5f} nm^2")
print(f"low plane moved -x: xx {low_x[0,0]:.5f}, xz {low_x[0,2]:.5f} nm^2")
print(f"E' entry a: {a:.5f} nm^2; E'' entry b: {b:.5f} nm^2")
print(f"b/a: {b/a:.3f}")
print(f"masses Mo, S: {mass_mo}, {mass_s} u; mass factor: {mass_factor:.4f}")
print(f"normal incidence, largest E''/E' of 200 pairs: {worst_normal:.1e}")
print(f"normal-field reduction eps_z: {eps_z}")
print(f"lens NA {aperture}: edge angle {np.degrees(edge):.2f} degrees")
print(f"edge-ray E''/E' intensity: {edge_ratio:.4f}")
print(f"tilt {tilt_deg:.0f} degrees, E''/E' intensity: {tilt_ratio:.4f}")
print(f"laser: {wavelength:.0f} nm = {photon:.3f} eV")
print(f"rough lowest exciton: {exciton} eV; detuning: {exciton-photon:.3f} eV")
print(f"rough phonon energies E'', E': {1e3*phonon_e2:.0f}, {1e3*phonon_e1:.0f} meV")
print(f"detuning / E'' phonon energy: {(exciton-photon)/phonon_e2:.1f}")
print(f"light phase k*h: {k_light*h:.5f} rad")
print(f"phase leak E''/E' intensity: {phase_leak:.2e}")
print(f"top-bottom polarizability difference: {100*asymmetry:.0f} %")
print(f"substrate leak E''/E' intensity: {substrate_leak:.2e}")
print(f"phonon factor (n+1)/energy, E''/E' at {temperature:.0f} K: {thermal_ratio:.3f}")
print(f"scattered-frequency^4 factor, E''/E': {color_ratio:.3f}")
print(f"largest photon momentum transfer / zone-corner K: {momentum_ratio:.2e}")
print(f"toy hopping {hop} eV at bond length, decay length {decay} nm")
print(f"toy resonance: {resonance:.3f} eV; off: {resonance/2:.3f} eV")
print(f"toy damping: {damping} eV; S-plane energy split: {site_split} eV")
for name in ("off", "on"):
    xz, leak_size, even_size = toy[name]
    print(f"toy {name} resonance, ideal E'' |xz|: {xz:.4g} e^2 nm/eV")
    print(f"toy {name}, split E'' in-plane norm: {leak_size:.4g} e^2 nm/eV")
    print(f"toy {name}, split in-plane E''/common S motion: {leak_size/even_size:.4g}")
print(f"toy resonance gain of E'' in-plane amplitude: {gain:.1f}")
print("checks complete")
```

Output:

```
E'' copies in cell displacements: 1
E'' copies in symmetric tensor: 1
E'' copies in general tensor: 2
E'' copies in in-plane block, vector: 0 0
lattice constant, S-plane separation: 0.316, 0.313 nm
Mo-S bond length: 0.2404 nm; s = 0.7590, c = 0.6511
bond alpha_perp, alpha_par: 0.002, 0.004 nm^3
their slopes with length: 0.01, 0.07 nm^2
gamma: 0.0020 nm^3; gamma slope: 0.0600 nm^2
one S plane: A = 0.01422, B = 0.04065 nm^2
top plane moved +x: xx 0.01422, xz 0.04065 nm^2
low plane moved -x: xx -0.01422, xz 0.04065 nm^2
E' entry a: 0.02844 nm^2; E'' entry b: 0.08129 nm^2
b/a: 2.859
masses Mo, S: 95.95, 32.06 u; mass factor: 0.5994
normal incidence, largest E''/E' of 200 pairs: 0.0e+00
normal-field reduction eps_z: 6.0
lens NA 0.2: edge angle 11.54 degrees
edge-ray E''/E' intensity: 0.0227
tilt 30 degrees, E''/E' intensity: 0.1814
laser: 785 nm = 1.579 eV
rough lowest exciton: 1.9 eV; detuning: 0.321 eV
rough phonon energies E'', E': 35, 48 meV
detuning / E'' phonon energy: 9.2
light phase k*h: 0.00251 rad
phase leak E''/E' intensity: 3.76e-06
top-bottom polarizability difference: 5 %
substrate leak E''/E' intensity: 3.75e-04
phonon factor (n+1)/energy, E''/E' at 300 K: 1.560
scattered-frequency^4 factor, E''/E': 1.034
largest photon momentum transfer / zone-corner K: 1.21e-03
toy hopping 1.0 eV at bond length, decay length 0.1 nm
toy resonance: 3.546 eV; off: 1.773 eV
toy damping: 0.05 eV; S-plane energy split: 0.1 eV
toy off resonance, ideal E'' |xz|: 0.04448 e^2 nm/eV
toy off, split E'' in-plane norm: 0.001786 e^2 nm/eV
toy off, split in-plane E''/common S motion: 0.04068
toy on resonance, ideal E'' |xz|: 2.635 e^2 nm/eV
toy on, split E'' in-plane norm: 0.09689 e^2 nm/eV
toy on, split in-plane E''/common S motion: 0.08345
toy resonance gain of E'' in-plane amplitude: 54.2
checks complete
```
